# Saddle-point transmission and the flatness of conductance plateaus: a numerical check

```python
# Result under test: a saddle V0 - m wx^2 x^2/2 + m wy^2 y^2/2 transmits
# channel n with T = 1/(1 + exp(-2 pi eps/(hbar wx))), where
# eps = E - V0 - hbar wy (n + 1/2).  Plateau flatness depends on r = wy/wx:
# the mid-plateau slope S = d g/d u obeys S(r) + S(1/r) = 1, and
# r >= ln(1/delta)/(pi (1 - w)) keeps |g - N| <= delta over the central
# fraction w of a plateau (up to a factor 1 - exp(-2 pi r)).
# Symbols: g = conductance/(2e^2/h), u = (E - V0)/(hbar wy), N = plateau number,
# a = eps/(hbar wx).  Wave equations use hbar = m = wx = 1.
import math
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit


def saddle_transmission(a):
    return expit(2 * np.pi * a)


def propagate(potential, energy, x_from, x_to, psi, dpsi):
    def rhs(x, y):
        return [y[1], 2 * (potential(x) - energy) * y[0]]
    start = np.array([psi, dpsi], dtype=complex)
    sol = solve_ivp(rhs, (x_from, x_to), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.y[:, -1]


def local_wavenumber(potential, energy, x, h=1e-4):
    def k(z):
        return math.sqrt(2 * (energy - potential(z)))
    return k(x), (k(x + h) - k(x - h)) / (2 * h)


def split_fluxes(psi, dpsi, k, dk):
    """Fluxes of the right-moving and left-moving parts of a wave."""
    reduced = (dpsi + dk / (2 * k) * psi) / (1j * k)
    return k * abs((psi + reduced) / 2)**2, k * abs((psi - reduced) / 2)**2


def scatter(potential, energy, x_end):
    """T and R from a purely outgoing wave integrated back to the left."""
    k, dk = local_wavenumber(potential, energy, x_end)
    psi, dpsi = propagate(potential, energy, x_end, -x_end,
                          1.0, 1j * k - dk / (2 * k))
    incident, reflected = split_fluxes(
        psi, dpsi, *local_wavenumber(potential, energy, -x_end))
    return k / incident, reflected / incident


def parabola(x):
    return -0.5 * x * x


# Matching at |x| = 20 leaves an amplitude error of order 1e-6.
X_END = 20.0
MATCH_TOL = 2e-5
a_90 = math.log(9) / (2 * math.pi)
print("Transmission of the inverted parabola")
print("eps/(hbar wx)   T integrated   T formula")
for a in (-0.5, -a_90, 0.0, 0.25, a_90):
    t_num, r_num = scatter(parabola, a, X_END)
    assert abs(t_num + r_num - 1) < 1e-6
    assert abs(t_num - saddle_transmission(a)) < MATCH_TOL
    print(f"{a:9.4f}       {t_num:.5f}        {saddle_transmission(a):.5f}")
print(f"10-90% step width = {2 * a_90:.4f} hbar wx")


def contour_wave(a, xi):
    """Contour-integral solution with its first two xi-derivatives."""
    t, dt = np.linspace(-20, 20, 4001, retstep=True)
    direction = np.exp(-0.25j * np.pi)
    z = 2j + direction * t
    log_z = np.log(z / 1j) + 0.5j * np.pi
    weight = direction * dt * np.exp((-0.5 + 1j * a) * log_z
                                    - 0.5j * xi**2
                                    + 1j * math.sqrt(2) * z * xi
                                    - 0.5j * z**2)
    factor = 1j * (math.sqrt(2) * z - xi)
    return (weight.sum(), (weight * factor).sum(),
            (weight * (factor**2 - 1j)).sum())


a_test = 0.2
for xi in (-2.0, 0.5, 2.0):
    psi, dpsi, d2psi = contour_wave(a_test, xi)
    assert abs(d2psi + (xi**2 + 2 * a_test) * psi) < 1e-9 * abs(psi)
psi0, dpsi0, _ = contour_wave(a_test, 0.0)
fluxes = []
for x_out in (X_END, -X_END):
    wave = propagate(parabola, a_test, 0.0, x_out, psi0, dpsi0)
    fluxes.append(split_fluxes(
        *wave, *local_wavenumber(parabola, a_test, x_out)))
unit_flux = math.sqrt(2) * math.pi
transmitted, from_right = np.array(fluxes[0]) / unit_flux
incident, reflected = np.array(fluxes[1]) / unit_flux
boltz = math.exp(-2 * math.pi * a_test)
assert from_right < 1e-8
assert abs(transmitted - 1) < MATCH_TOL
assert abs(reflected - boltz) < MATCH_TOL
assert abs(incident - 1 - boltz) < MATCH_TOL
print(f"Contour solution at eps/(hbar wx) = {a_test}, fluxes/(sqrt2 pi):")
print(f"  incident {incident:.5f}, reflected {reflected:.5f}, "
      f"transmitted {transmitted:.5f}")

# A smooth barrier with flat leads and unit curvature frequency at its top.
print("Smooth barrier V0/cosh^2 with flat leads")
barrier_errors = []
for height in (5.0, 20.0):
    alpha = 1 / math.sqrt(2 * height)

    def barrier(x):
        return height / math.cosh(alpha * x)**2

    errors = [abs(scatter(barrier, height + a, 12 / alpha)[0]
                  - saddle_transmission(a)) for a in (-0.25, 0.0, 0.25)]
    barrier_errors.append(max(errors))
    print(f"  height {height:4.1f} hbar wx: largest |T - formula| "
          f"= {max(errors):.4f}")
assert barrier_errors[1] < 0.01
assert 3 < barrier_errors[0] / barrier_errors[1] < 5


def conductance(u, r):
    n = np.arange(200)
    return saddle_transmission(r * (u - n - 0.5)).sum()


def slope(u, r, h=1e-4):
    return (conductance(u + h, r) - conductance(u - h, r)) / (2 * h)


def slope_series(r):
    m = np.arange(1, 61)
    return 2 * np.pi * r * np.sum((-1.0)**(m + 1) * m / np.sinh(np.pi * m * r))


HIGH = 60
print("Slope dg/du on a high plateau")
print("wy/wx    centre    4 pi r exp(-pi r)   step")
for r in (1 / 3, 0.5, 1.0, 2.0, 3.0):
    centre = slope(HIGH, r)
    assert abs(centre - slope_series(r)) < 1e-6
    assert abs(centre + slope(HIGH, 1 / r) - 1) < 1e-6
    leading = 4 * np.pi * r * np.exp(-np.pi * r)
    if r >= 2:
        assert abs(leading / centre - 1) < 0.01
    print(f"{r:.4f}   {centre:.5f}   {leading:.5f}             "
          f"{slope(HIGH + 0.5, r):.4f}")
assert abs(slope(HIGH, 1.0) - 0.5) < 1e-6
excess = conductance(1.0, 1.0) - 1
assert 0 < excess < 1e-3 and slope(1.0, 1.0) > 0.4
print(f"First plateau centre, wy/wx = 1: g - 1 = {excess:.2e}, "
      f"slope = {slope(1.0, 1.0):.4f}")


def worst_deviation(r, plateau, w):
    grid = np.linspace(plateau - w / 2, plateau + w / 2, 101)
    return max(abs(conductance(u, r) - plateau) for u in grid)


window = 0.5
print(f"Largest |g - N| over central fraction {window}, N = 10")
print("wy/wx   channel sum   bound")
for r in (1.0, 2.0, 3.0, 4.0):
    bound = np.exp(-np.pi * r * (1 - window)) / (1 - np.exp(-2 * np.pi * r))
    for plateau in (1, 10):
        assert worst_deviation(r, plateau, window) <= bound
    print(f"{r:.1f}     {worst_deviation(r, 10, window):.5f}       {bound:.5f}")
for delta in (0.1, 0.01):
    needed = brentq(lambda r: worst_deviation(r, 10, window) - delta, 0.8, 6)
    estimate = math.log(1 / delta) / (math.pi * (1 - window))
    assert needed < estimate
    if delta == 0.01:
        assert estimate / needed - 1 < 0.01
    print(f"|g - N| <= {delta}: wy/wx needed {needed:.3f}, "
          f"ln formula {estimate:.3f}")

quantum_uS = 2 * constants.e**2 / constants.h * 1e6
hwy = 3.0
print(f"Example: hbar wy = {hwy} meV; 2e^2/h = {quantum_uS:.3f} microsiemens")
print("Thresholds E-V0 (meV): "
      + ", ".join(f"{hwy * (n + 0.5):.1f}" for n in range(3)))
for hwx in (1.0, 3.0):
    r = hwy / hwx
    print(f"hbar wx = {hwx} meV, wy/wx = {r:.1f}")
    for energy in (5.25, 6.0, 6.75):
        g = conductance(energy / hwy, r)
        print(f"  E-V0 = {energy:.2f} meV: g = {g:.5f}, "
              f"G = {g * quantum_uS:.2f} microsiemens")
    eps = 6.75 - hwy * (np.arange(3) + 0.5)
    channel_t = saddle_transmission(eps / hwx)
    print("  at 6.75 meV: eps_n (meV) = "
          + ", ".join(f"{e:.2f}" for e in eps))
    print("  T_0, T_1, T_2 = " + ", ".join(f"{t:.5f}" for t in channel_t))

print("OK")
```

It prints:

```
Transmission of the inverted parabola
eps/(hbar wx)   T integrated   T formula
  -0.5000       0.04142        0.04142
  -0.3497       0.10000        0.10000
   0.0000       0.50000        0.50000
   0.2500       0.82790        0.82790
   0.3497       0.90000        0.90000
10-90% step width = 0.6994 hbar wx
Contour solution at eps/(hbar wx) = 0.2, fluxes/(sqrt2 pi):
  incident 1.28461, reflected 0.28461, transmitted 1.00000
Smooth barrier V0/cosh^2 with flat leads
  height  5.0 hbar wx: largest |T - formula| = 0.0196
  height 20.0 hbar wx: largest |T - formula| = 0.0049
Slope dg/du on a high plateau
wy/wx    centre    4 pi r exp(-pi r)   step
0.3333   0.99696   1.46993             1.0030
0.5000   0.95324   1.30615             1.0471
1.0000   0.50000   0.54304             1.5942
2.0000   0.04676   0.04693             3.1417
3.0000   0.00304   0.00304             4.7124
First plateau centre, wy/wx = 1: g - 1 = 8.08e-05, slope = 0.4995
Largest |g - N| over central fraction 0.5, N = 10
wy/wx   channel sum   bound
1.0     0.16357       0.20827
2.0     0.04134       0.04321
3.0     0.00890       0.00898
4.0     0.00186       0.00187
|g - N| <= 0.1: wy/wx needed 1.389, ln formula 1.466
|g - N| <= 0.01: wy/wx needed 2.925, ln formula 2.932
Example: hbar wy = 3.0 meV; 2e^2/h = 77.481 microsiemens
Thresholds E-V0 (meV): 1.5, 4.5, 7.5
hbar wx = 1.0 meV, wy/wx = 3.0
  E-V0 = 5.25 meV: g = 1.99110, G = 154.27 microsiemens
  E-V0 = 6.00 meV: g = 2.00000, G = 154.96 microsiemens
  E-V0 = 6.75 meV: g = 2.00890, G = 155.65 microsiemens
  at 6.75 meV: eps_n (meV) = 5.25, 2.25, -0.75
  T_0, T_1, T_2 = 1.00000, 1.00000, 0.00890
hbar wx = 3.0 meV, wy/wx = 1.0
  E-V0 = 5.25 meV: g = 1.83643, G = 142.29 microsiemens
  E-V0 = 6.00 meV: g = 2.00000, G = 154.96 microsiemens
  E-V0 = 6.75 meV: g = 2.16357, G = 167.64 microsiemens
  at 6.75 meV: eps_n (meV) = 5.25, 2.25, -0.75
  T_0, T_1, T_2 = 0.99998, 0.99110, 0.17210
OK
```
